# Binding threshold of a single trap site in a cubic band

## Problem

An electron moves on an infinite simple-cubic lattice of spacing $a$, with one orbital per site and hopping $-t$ between nearest neighbours, $t>0$. One site, the origin, has its energy lowered by $U>0$:

$$H=H_0-U|0\rangle\langle 0|,\qquad H_0=-t\sum_{\langle nm\rangle}\big(|n\rangle\langle m|+|m\rangle\langle n|\big),$$

where each bond is counted once.

1. How deep must the site be, in units of $t$, to hold a bound state below the band?
2. What are the binding energy and the weight on the trap site once it binds?
3. A neutral defect in an organosilicate low-k dielectric is modelled with $a=0.36$ nm and a conduction-band mass of 0.5 electron masses. Does a well of 2.0 eV trap an electron? Does one of 4.0 eV, and for how long at 378 K and 1 MV/cm?

"Bound" means normalizable, with an energy outside the band. The model has one electron, one band, a rigid lattice and, until the example, no field and no disorder.

## First estimate by scaling

With the dimensionless wave vector $\mathbf q=\mathbf k a$, each component between $-\pi$ and $\pi$, a plane wave has energy

$$\varepsilon(\mathbf q)=-2t(\cos q_x+\cos q_y+\cos q_z),$$

so the band runs from $-6t$ to $6t$. An electron confined to one site has $\langle 0|H_0|0\rangle=0$, which is $6t$ above the band bottom. This is its kinetic cost, and the well repays $U$.

Could the electron bind in a weaker well by spreading out? In a state of radius $R$ the kinetic cost falls roughly as $(a/R)^2$, but the probability of being on the trap site falls as $(a/R)^3$:

$$E(R)+6t\;\sim\;6t\left(\frac aR\right)^2-U\left(\frac aR\right)^3 .$$

For large $R$ the positive term wins, so spreading does not rescue a weak well. As $U$ grows, binding is first reached at the smallest size, $R\approx a$, and the estimate is $U_c\sim 6t$. In one dimension the gain would fall only as $a/R$, and spreading would make any well bind. The threshold is thus a matter of dimension, while its coefficient needs the full calculation.

## Exact solution

**The binding condition.** Define $\psi(\mathbf q)=\sum_n\psi_n e^{-i\mathbf q\cdot\mathbf n}$ and let $\langle\cdots\rangle$ be the average over the zone, $\int d^3q/(2\pi)^3$. Then $\psi_0=\langle\psi(\mathbf q)\rangle$. The Schrödinger equation becomes

$$\varepsilon(\mathbf q)\psi(\mathbf q)-U\psi_0=E\psi(\mathbf q).$$

Write $E=-6t-E_b$ with $E_b>0$, and measure band energies from the bottom:

$$D(\mathbf q)=\varepsilon(\mathbf q)+6t=2t\,(3-\cos q_x-\cos q_y-\cos q_z)\ge 0 .$$

Since $\varepsilon-E=D+E_b$ is positive, we may divide by it:

$$\psi(\mathbf q)=\frac{U\psi_0}{D(\mathbf q)+E_b}.$$

If $\psi_0$ vanished, so would the whole state; hence $\psi_0\ne0$. Averaging both sides over the zone and cancelling $\psi_0$ gives

$$1=U\,g(E_b),\qquad g(E_b)=\left\langle\frac1{D+E_b}\right\rangle. \tag{1}$$

Conversely, a root $E_b>0$ gives a bounded $\psi(\mathbf q)$, which is normalizable.

**When there is a root.** The function $g$ decreases strictly and continuously as $E_b$ grows, and $g\le1/E_b$ tends to zero. Its largest value is approached at $E_b\to0$. That value is finite: for $|q|\le\pi$ one has $1-\cos q\ge 2q^2/\pi^2$, so $D\ge 4tq^2/\pi^2$ with $q^2=q_x^2+q_y^2+q_z^2$, and $\int q^2dq/q^2$ converges at small $q$. Equation (1) therefore has one root if $U g(0)>1$ and none otherwise:

$$U_c=\frac1{g(0)} .$$

At the band edge itself, $E=-6t$, the solution would be $\psi=U\psi_0/D$. Because $1-\cos q\le q^2/2$, we have $D\le tq^2$, and the norm contains at least $\int q^2dq/q^4$, which diverges. So $U=U_c$ does not bind, and the inequality $U>U_c$ is strict. Above the band, $\varepsilon-E$ is negative everywhere, and the same averaging would require $1=U\langle1/(\varepsilon-E)\rangle<0$. An attractive site binds nothing there.

**The Watson integral.** The integrand is even in each component, so the average may be taken over $[0,\pi]^3$:

$$g(0)=\frac{W}{2t},\qquad W=\frac1{\pi^3}\int_0^\pi\!\!\int_0^\pi\!\!\int_0^\pi\frac{dx\,dy\,dz}{3-\cos x-\cos y-\cos z}.$$

Hence $U_c=2t/W$. To evaluate $W$, use $1/A=\int_0^\infty e^{-sA}ds$ for $A>0$. The exponential factorizes, and each angular integral is a modified Bessel function, $I_0(s)=\frac1\pi\int_0^\pi e^{s\cos x}dx$:

$$W=\int_0^\infty\left[e^{-s}I_0(s)\right]^3ds .$$

For large $s$, substitute $y=1-\cos x$, for which $dx=dy/\sqrt{y(2-y)}$:

$$e^{-s}I_0(s)=\frac1\pi\int_0^2\frac{e^{-sy}}{\sqrt{2y}}\left(1-\frac y2\right)^{-1/2}dy .$$

Small $y$ dominates. Expand $(1-y/2)^{-1/2}=1+y/4+3y^2/32+\dots$, extend the upper limit to infinity at an exponentially small cost, and use $\int_0^\infty y^{m-1/2}e^{-sy}dy=\Gamma(m+\tfrac12)s^{-m-1/2}$:

$$e^{-s}I_0(s)=\frac1{\sqrt{2\pi s}}\left(1+\frac1{8s}+\frac9{128s^2}+\dots\right).$$

In the cube, the coefficient of $1/s$ is $3/8$ and that of $1/s^2$ is $3\cdot\frac9{128}+3\cdot\frac1{64}=\frac{33}{128}$. Integrating from $S$ to infinity,

$$\int_S^\infty\left[e^{-s}I_0\right]^3ds\approx(2\pi)^{-3/2}\left[\frac2{S^{1/2}}+\frac1{4S^{3/2}}+\frac{33}{320S^{5/2}}\right].$$

At $S=20$ these three terms give 0.0285763. Numerical quadrature from 0 to 20 gives 0.4768855. The sum is $W=0.50546$. The known closed form in Gamma functions, $\frac{\sqrt6}{96\pi^3}\Gamma(\frac1{24})\Gamma(\frac5{24})\Gamma(\frac7{24})\Gamma(\frac{11}{24})=0.50546202$, agrees with it; nothing here rests on that formula. Therefore

$$g(0)=\frac{0.25273}{t},\qquad \boxed{U_c=\frac{2t}{W}=3.957\,t},$$

or 0.33 of the bandwidth $12t$.

**Just above threshold.** Subtracting the two averages gives

$$g(0)-g(E_b)=\left\langle\frac{E_b}{D(D+E_b)}\right\rangle .$$

For small $E_b$ the main contribution comes from $q\sim\sqrt{E_b/t}$, where $D\approx tq^2$. With $d^3q/(2\pi)^3=q^2dq/(2\pi^2)$,

$$g(0)-g(E_b)\approx\frac{E_b}{2\pi^2t}\int_0^\infty\frac{dq}{tq^2+E_b}=\frac{E_b}{2\pi^2t}\,\frac{\pi}{2\sqrt{tE_b}}=\frac1{4\pi t}\sqrt{\frac{E_b}t}.$$

The left side is $1/U_c-1/U$, so to leading order

$$E_b\approx t\left[4\pi t\left(\frac1{U_c}-\frac1U\right)\right]^2. \tag{2}$$

The binding starts quadratically in the excess depth. At $U=4t$ the root of (1) is $0.00117t$ and (2) gives $0.00118t$. At $U=5t$ they are $0.401t$ and $0.439t$, so (2) is already about 10% above the root.

**A deep well.** For large $U$, put $z=E_b+6t$ and expand $g=\langle1/(z+\varepsilon)\rangle$ in $\varepsilon/z$. Here $\langle\varepsilon\rangle=0$ and $\langle\varepsilon^2\rangle=4t^2\cdot3\cdot\frac12=6t^2$, so $g\approx1/z+6t^2/z^3$ and $U=1/g\approx z-6t^2/z$. To this order

$$E_b\approx U-6t+\frac{6t^2}{U}.$$

The last term is the second-order gain from visits to six neighbours. At $U=8t$ the formula gives $2.75t$, against the root $2.79t$.

**Weight on the trap site.** Normalization, $\langle|\psi(\mathbf q)|^2\rangle=1$, gives

$$|\psi_0|^2=\frac1{U^2\langle(D+E_b)^{-2}\rangle}.$$

The average in the denominator is $-dg/dE_b$, which near threshold is $1/(8\pi t^{3/2}\sqrt{E_b})$. The weight thus vanishes as $\sqrt{E_b}$: a barely bound electron is almost entirely outside its trap.

## Comparison of estimate and solution

Scaling gave the right structure and a coefficient of 6 instead of 3.96, about 50% too large. The missing piece is the electron's tail. Let it share the site with the symmetric combination of the six neighbours, $|s\rangle=6^{-1/2}\sum_n|n\rangle$. These neighbours are not bonded to each other, so $\langle s|H|s\rangle=0$, while $\langle0|H|s\rangle=-\sqrt6\,t$. In this two-state space the lowest energy reaches $-6t$ when

$$(6t-U)(6t)-6t^2=0,\qquad U=5t .$$

One shell of neighbours removes about half of the error. The rest comes from more distant shells: at threshold $\psi(\mathbf q)\propto1/q^2$ at small $q$, so the amplitude falls only as $1/r$.

The same tail shows in finite clusters with open edges. A cluster state, continued by zero, is a trial state for the infinite lattice, so a cluster's threshold cannot lie below $U_c$. For cubes of width $16a$, $32a$ and $48a$ between the planes where the amplitude vanishes, solving $(H_0+6t)\psi=|0\rangle$ gives thresholds of $4.098t$, $4.026t$ and $4.003t$. Fitting $1/U$ by a constant plus terms in $1/L$ and $1/L^3$, with $L$ the width, extrapolates to $3.957t$, without any integral over $\mathbf q$. The squared norm divided by that on the centre site is 4.27, 8.08 and 11.89. It grows linearly with width, as $\int r^2dr/r^2$ requires.

## The trap in a low-k film

Near the band bottom $D\approx tk^2a^2$, which must equal $\hbar^2k^2/2m^*$. With $\hbar^2/2m_e=0.0381$ eV nm²,

$$t=\frac{\hbar^2}{2m^*a^2}=\frac{0.0381}{0.5\times0.36^2}\ \text{eV}=0.588\ \text{eV},\qquad U_c=3.957\,t=2.33\ \text{eV}.$$

The 2.0 eV well is $3.40t$ deep and does not bind. The 4.0 eV well is $6.80t$ deep; the root of (1) is $E_b=1.753t=1.03$ eV, with 84% of the probability on the site. Of the 4.0 eV of depth, about 3 eV does not appear as binding: 2.3 eV is the kinetic cost of confinement, and the remaining 0.65 eV is not gained because the electron spends 16% of its probability off the site.

Here "depth" means the shift of a site level, not the depth of a potential well in continuous space. The two are not interchangeable. A spherical well of volume $a^3$, with radius $R=0.62a$ and the same mass, needs a depth of $\pi^2\hbar^2/(8m^*R^2)=3.8$ eV to bind, and at 4.0 eV it would hold the electron by only about 0.01 eV. The numbers for the film therefore apply to a defect whose site-level shift is known.

**Shape of the defect.** Suppose the six neighbours are also lowered, by $fU$. Let $G=(H_0+6t+E_b)^{-1}$, with $g$ its element at the trap and $g_1$ that between trap and neighbour. The defining equation of $G$ at the trap reads $(6t+E_b)g-6tg_1=1$. At a neighbour it reads $(6t+E_b)g_1=t\sum G$, the sum running over that neighbour's own neighbours; by symmetry this sum is $\langle s|G|s\rangle$. The lowest state has no sign changes and is symmetric, so $1/U$ is the larger eigenvalue of

$$\begin{pmatrix} g&\sqrt{6f}\,g_1\\ \sqrt{6f}\,g_1& f(6t+E_b)g_1/t\end{pmatrix}.$$

At threshold $g_1=(0.25273-0.16667)/t=0.0861/t$. For $f=0.1$ the eigenvalue is $0.2728/t$, and $U_c$ falls to 2.16 eV. For $f=0.2$ it falls to 1.97 eV, and the 2.0 eV well would just bind.

Suppose instead that the trap's six bonds are scaled by $\gamma$. Eliminating all other sites gives $1/g=6t+E_b-\Sigma$, where $\Sigma$ describes hopping out and back and so scales as $\gamma^2$. The condition becomes $U=6t+E_b-\gamma^2(6t+E_b-1/g)$. At threshold with $\gamma=0.9$, $U_c=(6-0.81\times2.043)t=4.345t=2.55$ eV. With the depth held at 4.0 eV, $f=0.1$ moves $E_b$ to 1.085 eV and $\gamma=0.9$ moves it to 0.94 eV.

**Escape.** In a field $F$ the level is strictly a resonance. Take the field along a cube axis. In that direction, at zero transverse wave vector, the amplitude decays by $e^{-\kappa}$ per site, where $2t(\cosh\kappa-1)$ is the local depth below the band. That depth shrinks by $eFa=0.036$ eV per site at 1 MV/cm. The exponent of the tunnelling probability is, semiclassically,

$$\frac2{eFa}\int_0^{E_b}\!\operatorname{arccosh}\!\left(1+\frac{E'}{2t}\right)dE'=\frac{4t}{eFa}\left[y\operatorname{arccosh}y-\sqrt{y^2-1}\right],\quad y=1+\frac{E_b}{2t}.$$

Here $y=1.876$ and the exponent is 48.6; a parabolic band would give 50.5. With a rough attempt rate of $10^{13}$ per second, tunnelling takes about $10^8$ s. Thermal escape at 378 K, where $k_BT=0.0326$ eV, would take $e^{E_b/k_BT}/(10^{13}\ \text{s}^{-1})$, a few seconds, without the field.

The field shortens this, because an electron heated most of the way can tunnel through the thin top of the barrier. Stopping an energy $\Delta$ short of the band edge saves $\Delta/k_BT$ in the thermal exponent and costs about $4\Delta^{3/2}/(3eFa\sqrt t)$ in the tunnelling exponent. The best choice is $\Delta\approx0.18$ eV, with a net saving of $(eFa)^2t/[12(k_BT)^3]\approx1.8$, a factor of about 6. Summing over all such paths hardly changes this. If the release rate follows the thermally weighted density of band states at the site, the field raises it by $I_0\!\left[\frac{4t}{eFa}\sinh\frac{eFa}{2k_BT}\right]/I_0\!\left(\frac{2t}{k_BT}\right)=6.3$. With the same rough attempt rate, the estimate at 1 MV/cm is thus about a second, far shorter than for tunnelling alone. This estimate holds only for the stated parameters, because the time depends exponentially on $E_b$. The 0.09 eV lost through weaker bonds alone shortens the thermal time by a factor of about 17. The mass matters far more: with the depth held at 4.0 eV, 0.4 or 0.6 electron masses gives $E_b=0.51$ eV or 1.44 eV, and a thermal time without the field of $6\times10^{-7}$ s or $1.5\times10^6$ s. The model therefore cannot predict the escape time of a real defect unless its binding energy is known separately.

**Beside the real material.** The spacing and mass are rough, silica-like values; the permittivity of 2.7 is typical of organosilicate films, the field is high for normal use, and 378 K is a usual upper operating temperature. Since $U_c\propto1/(m^*a^2)$, a 20% larger mass lowers the threshold by 17%, to 1.94 eV, and the 2.0 eV well would then bind by a few meV. The answer for that well thus depends on the rough parameters. Real films are amorphous, which breaks the assumption of a perfect lattice. In eight clusters of $15^3$ sites with 0.3 eV rms site disorder, the trap's own energy held fixed, the level lies on average 1.06 eV below the lowest trap-free state, against 1.10 eV in the same cluster without disorder. The clean value exceeds 1.03 eV because the small cluster raises its band edge by 0.07 eV. With $25^3$ sites both numbers drop by about 0.04 eV, to 1.02 and 1.06 eV, so only their difference of about 0.04 eV is meaningful. Larger samples can contain lower band-edge states, so this shift depends on sample size.

The rigid lattice is a more serious assumption. The slow polarization around a trapped charge, taken as a Born sphere of radius $a/2$, has energy

$$\frac{e^2}{4\pi\epsilon_0a}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)=0.52\ \text{eV}$$

for optical and static permittivities of 2.0 and 2.7. If the band electron is left unrelaxed, relaxation adds at most this much to the thermal depth, since part of the charge lies outside the site. It can lengthen the thermal escape time by a factor of up to order $10^7$. The answer for the 2.0 eV well also belongs to the rigid lattice: polarization deepens the well around the electron and may let it bind weakly.

Finally, the threshold belongs to a trap that is neutral when empty. If it is positively charged, the electron feels an attraction of 1.48 eV at one lattice spacing, falling as $1/r$. In the scaling argument the gain then falls as $1/R$ and the cost as $1/R^2$, so a large enough orbit binds whatever the depth of the central site. The numerical output lists the main parameters and results.

## Values computed for the example and the checks

```
Watson integral W, Bessel form: 0.50546202
Watson integral W, Gamma form: 0.50546202
part of W from s = 0 to 20: 0.4768855
tail of W beyond s = 20: 0.0285763
g(0): 0.252731 /t
threshold depth Uc: 3.956776 t
Uc over bandwidth: 0.3297
box width 16 a: threshold 4.0982 t, norm^2/site^2 4.267
box width 32 a: threshold 4.0261 t, norm^2/site^2 8.077
box width 48 a: threshold 4.0027 t, norm^2/site^2 11.888
box threshold extrapolated: 3.95678 t
25^3 cluster, U = 3.9 t: E0 + 6t = 0.01624 t
25^3 cluster, U = 4.2 t: E0 + 6t = -0.03166 t
U = 4.0 t: Eb = 0.00117 t, near-threshold law 0.00118 t
U = 4.5 t: Eb = 0.13611 t, near-threshold law 0.14698 t
U = 5.0 t: Eb = 0.40079 t, near-threshold law 0.43909 t
U = 6.0 t: Eb = 1.10392 t, near-threshold law 1.16968 t
U = 8.0 t: Eb = 2.78962 t, near-threshold law 2.57639 t
lattice spacing a: 0.36 nm
effective mass: 0.5 electron masses
hopping t: 0.5880 eV
bandwidth 12 t: 7.06 eV
threshold depth Uc: 2.326 eV
shallow well: 2.0 eV = 3.402 t
deep well: 4.0 eV = 6.803 t
deep well binding Eb: 1.0306 eV = 1.7528 t
deep well, 21^3 cluster Eb: 1.0306 eV
deep well site weight: 0.8370
spill 0.1: Uc = 2.155 eV, Eb = 1.085 eV
bond factor 0.9: Uc = 2.555 eV, Eb = 0.939 eV
15^3 cluster, clean: level below edge 1.098 eV
site disorder 0.3 eV rms, 8 samples: mean 1.060 eV, spread 0.013 eV
field: 1.0 MV/cm, drop per spacing 0.0360 eV
tunnelling exponent, lattice: 48.58
tunnelling exponent, parabolic: 50.53
attempt rate (rough): 1e+13 /s
tunnelling escape time: 1.3e+08 s
temperature: 378 K, kT = 0.0326 eV
thermal escape time: 5.5e+00 s
permittivity: static 2.7, optical 2.0
dielectric relaxation energy: 0.52 eV
Coulomb energy at a, charged trap: 1.48 eV
```
